\section*{Potential Fluctuations from Randomly Placed Screened Dopants, part 2}

Ionized dopants of density $N$ sit at independent, uniformly distributed random positions in a semiconductor. How strongly does the potential energy of a charge fluctuate from place to place? The dopants are singly charged points, SI units are used, and $\varepsilon=\varepsilon_r\varepsilon_0$ is the permittivity of the host. Mobile carriers of density $n$ and chemical potential $\mu$ screen each dopant linearly over a length $\lambda$. A positive test charge $e$ at distance $r$ from one donor has the energy $v(r)$, which obeys
\begin{equation}
\nabla^2v-\frac{v}{\lambda^2}=-4\pi C\,\delta(\mathbf r),
\qquad
\frac1{\lambda^2}=\frac{e^2}{\varepsilon}\frac{\mathrm dn}{\mathrm d\mu}
=4\pi C\frac{\mathrm dn}{\mathrm d\mu}.
\label{eq:screen}
\end{equation}
The solution is
\begin{equation}
v(r)=\frac{C}{r}\,\mathrm e^{-r/\lambda}.
\label{eq:yukawa}
\end{equation}

The energies of all donors add to $V$. A bar denotes the average over arrangements. Terms from different dopants average to zero once the means are subtracted, which in a large crystal leaves
\begin{equation}
\sigma^2=N\int v^2\,\mathrm d^3r .
\label{eq:campbell}
\end{equation}
The integral gives
\begin{equation}
\sigma^2=2\pi C^2N\lambda=\frac{e^4N\lambda}{8\pi\varepsilon^2},
\qquad C=\frac{e^2}{4\pi\varepsilon}.
\label{eq:result}
\end{equation}
The mean is
\begin{equation}
\overline V=N\int v\,\mathrm d^3r=4\pi CN\lambda^2 .
\label{eq:mean}
\end{equation}
The neutral background cancels this mean, so the energy measured from the neutral reference is $V-\overline V$. An electron has the energy $-V$ before this subtraction.

An acceptor contributes $-v$. For independent donors and acceptors of densities $N_D$ and $N_A$,
\begin{equation}
\sigma^2=2\pi C^2\lambda\,(N_D+N_A),\qquad
\overline V=4\pi C\lambda^2(N_D-N_A).
\label{eq:mixed}
\end{equation}

If a finite volume $\Omega$ holds a fixed number $M$ of dopants, the variance is $N\int_\Omega v^2\,\mathrm d^3r$ minus the correction $\frac1M\left(N\int_\Omega v\,\mathrm d^3r\right)^2$. The final numerical listing checks this for 50 dopants in a ball of radius $3\lambda$, with the test charge at the centre and dopants closer than $0.3\lambda$ left out.

\subsection{How far the fluctuations extend}

Compare the energies at two points separated by $R$. The argument that gave the variance now gives
\begin{equation}
K(R)=\operatorname{Cov}[V(\mathbf0),V(\mathbf R)]
=N\int v(r)\,v(s)\,\mathrm d^3r,\qquad s=|\mathbf r-\mathbf R|,
\end{equation}
because terms from different dopants again average to zero after subtraction of the means.

Use the two distances $r$ and $s$ as coordinates. With $\theta$ the angle between $\mathbf r$ and $\mathbf R$, one has $s^2=r^2+R^2-2rR\cos\theta$. At fixed $r$ this gives $s\,\mathrm ds=rR\sin\theta\,\mathrm d\theta$, so
\begin{equation}
\mathrm d^3r\;\to\;2\pi r^2\sin\theta\,\mathrm d\theta\,\mathrm dr
=\frac{2\pi}{R}\,r\,s\,\mathrm ds\,\mathrm dr .
\end{equation}
The factors $r$ and $s$ cancel the denominators of the two potentials:
\begin{align}
K(R)&=\frac{2\pi C^2N}{R}\int_0^\infty\mathrm dr\,\mathrm e^{-r/\lambda}
\int_{|r-R|}^{r+R}\mathrm ds\,\mathrm e^{-s/\lambda}\notag\\
&=\frac{2\pi C^2N\lambda}{R}\int_0^\infty\mathrm dr\,\mathrm e^{-r/\lambda}
\left[\mathrm e^{-|r-R|/\lambda}-\mathrm e^{-(r+R)/\lambda}\right].
\end{align}
The first term is split at $r=R$:
\begin{align}
\int_0^R\mathrm e^{-r/\lambda}\mathrm e^{-(R-r)/\lambda}\,\mathrm dr
&=R\,\mathrm e^{-R/\lambda},\notag\\
\int_R^\infty\mathrm e^{-r/\lambda}\mathrm e^{-(r-R)/\lambda}\,\mathrm dr
&=\frac\lambda2\,\mathrm e^{-R/\lambda},\notag\\
\int_0^\infty\mathrm e^{-r/\lambda}\mathrm e^{-(r+R)/\lambda}\,\mathrm dr
&=\frac\lambda2\,\mathrm e^{-R/\lambda}.
\end{align}
The last integral is subtracted and cancels the second. What remains is
\begin{equation}
K(R)=\sigma^2\mathrm e^{-R/\lambda}.
\label{eq:cov}
\end{equation}
The screening length is thus also the correlation length of the potential. The mean squared difference between two points is
\begin{equation}
\overline{[V(\mathbf R)-V(\mathbf0)]^2}
=2\sigma^2\left(1-\mathrm e^{-R/\lambda}\right).
\label{eq:difference}
\end{equation}
For $R\ll\lambda$ it becomes $2\sigma^2R/\lambda=4\pi C^2NR$, which no longer contains $\lambda$: nearby points are distinguished by nearby dopants, which are hardly screened.

\subsection{The part played by the nearest dopants}

Restricting the variance integral to $r<a$ gives the fraction of $\sigma^2$ supplied by dopants within that distance:
\begin{equation}
F(a)=\frac{4\pi C^2N\int_0^a\mathrm e^{-2r/\lambda}\,\mathrm dr}{2\pi C^2N\lambda}
=1-\mathrm e^{-2a/\lambda}.
\label{eq:fraction}
\end{equation}
Half of the variance comes from $r<(\lambda/2)\ln2\approx0.35\lambda$. Whether this region usually contains many dopants or none depends on $N\lambda^3$. The variance is the same formula in both cases, but the distributions look very different.

\subsection{When the distribution is Gaussian}

Leave out dopants with $r<a$ and call the remaining sum $V_a$. Divide space into small cells of volume $\Delta$. A cell contains one dopant with probability $N\Delta$, and the chance of two is negligible as $\Delta\to0$. Since the cells are independent, logarithms of their exponential averages add:
\begin{align}
\ln\overline{\mathrm e^{tV_a}}
&=\sum_{\text{cells}}\ln\left[1+N\Delta\left(\mathrm e^{tv}-1\right)\right]
\to N\int_{r>a}\left(\mathrm e^{tv}-1\right)\mathrm d^3r\notag\\
&=\sum_{m=1}^\infty\frac{t^m}{m!}\,\kappa_m,
\qquad \kappa_m=N\int_{r>a}v^m\,\mathrm d^3r .
\end{align}
The coefficients $\kappa_m$ are the cumulants. The first three are the mean, the variance and the third central moment. For the third,
\begin{equation}
\kappa_3=4\pi C^3N\int_a^\infty\frac{\mathrm e^{-3r/\lambda}}r\,\mathrm dr
=4\pi C^3N\,E_1\!\left(\frac{3a}\lambda\right),\qquad
E_1(x)=\int_x^\infty\frac{\mathrm e^{-t}}t\,\mathrm dt .
\end{equation}
As $a\to0$ it grows like $\ln(1/a)$. The full distribution of point dopants therefore has a finite variance but no finite third moment. For electrons the long tail lies at low energy, in the deep wells close to donors.

At finite $a$ the variance is $\sigma^2\mathrm e^{-2a/\lambda}$ by \eqref{eq:fraction}. The skewness follows on division:
\begin{equation}
\frac{\kappa_3}{\kappa_2^{3/2}}
=\frac{4\pi C^3N\,E_1(3a/\lambda)}
{\left(2\pi C^2N\lambda\right)^{3/2}\mathrm e^{-3a/\lambda}}
=\sqrt{\frac2\pi}\;
\frac{\mathrm e^{3a/\lambda}E_1(3a/\lambda)}{\sqrt{N\lambda^3}} .
\label{eq:skew}
\end{equation}
More generally, measuring lengths in units of $\lambda$ shows that $\kappa_m=NC^m\lambda^{3-m}$ times a number fixed by $a/\lambda$. Hence $\kappa_m/\kappa_2^{m/2}\propto(N\lambda^3)^{1-m/2}$, which vanishes for every $m\ge3$ as $N\lambda^3\to\infty$. The sum $V_a$ becomes Gaussian. The omitted core carries the fraction $F(a)$ of the variance, which can be made as small as desired by choosing $a/\lambda$ small. The full distribution thus also approaches a Gaussian, although its extreme tail never does at finite $N\lambda^3$.

Sampled configurations show the departure. For $N\lambda^3=0.5$ and $a=0.3\lambda$, in units $C=\lambda=1$, the variance is $1.744$ against $1.724$ from the formula. The skewness is $0.753$ against $0.722$, far from the Gaussian value of zero. Turning a random $30\,\%$ of the dopants into acceptors leaves the variance at $1.740$. The covariance of the uncut energies at $R=\lambda$ is $1.166$, compared with $1.156$ from \eqref{eq:cov}.

\subsection{When the carriers determine the screening length}

Consider uncompensated donors, all ionized, at zero temperature. Their electrons fill $g$ equal parabolic valleys of isotropic mass $m$. With two spin states, a Fermi sphere of radius $k_F$ in each valley holds
\begin{equation}
N=2g\,\frac{1}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{gk_F^3}{3\pi^2},
\qquad
E_F=\frac{\hbar^2k_F^2}{2m}
=\frac{\hbar^2}{2m}\left(\frac{3\pi^2N}{g}\right)^{2/3}.
\label{eq:fermi}
\end{equation}
Since $n\propto\mu^{3/2}$, the derivative at $\mu=E_F$ is $3N/(2E_F)$. The screening length obeys
\begin{equation}
\frac1{\lambda^2}=4\pi C\,\frac{3N}{2E_F},
\qquad
\lambda=\sqrt{\frac{E_F}{6\pi CN}} .
\label{eq:tf}
\end{equation}
With $E_F\propto N^{2/3}$ this gives $\lambda\propto N^{-1/6}$, and therefore
\begin{equation}
\sigma^2\propto N\lambda\propto N^{5/6}.
\end{equation}
Eight times the density multiplies the variance by $8^{5/6}=5.66$, not by 8. More dopants bring more disorder, but their carriers also screen better.

Now eliminate $C=E_F/(6\pi N\lambda^2)$ from the variance:
\begin{equation}
\frac{\sigma^2}{E_F^2}
=\frac{2\pi N\lambda}{36\pi^2N^2\lambda^4}
=\frac1{18\pi N\lambda^3},
\qquad
\frac{\sigma}{E_F}=\frac1{\sqrt{18\pi N\lambda^3}} .
\label{eq:control}
\end{equation}
Linear screening requires energy changes small compared with $E_F$. In this model the number that makes the distribution Gaussian also makes the root-mean-square fluctuation small compared with $E_F$. Since $N\lambda^3\propto N^{1/2}$, both conditions improve with density, though slowly: $\sigma/E_F\propto N^{-1/4}$.

With compensation, $n=N_D-N_A$ electrons screen $N_I=N_D+N_A$ random charges. The same elimination, with $C=E_F/(6\pi n\lambda^2)$, yields $\sigma^2/E_F^2=(N_I/n)/(18\pi n\lambda^3)$. At fixed $n$ the disorder grows with $N_I$, while the screening does not improve.

\subsection{Worked example}

Two models with round parameters share $N=10^{19}\,\mathrm{cm^{-3}}=0.01\,\mathrm{nm^{-3}}$ and $\varepsilon_r=12$, for which $C=0.120\,\mathrm{eV\,nm}$. Model A has six valleys of mass $0.30\,m_0$, where $m_0$ is the free-electron mass. Model B has one valley of mass $0.05\,m_0$. Equation \eqref{eq:fermi} gives Fermi energies of $17.09$ and $338.5\,\mathrm{meV}$. From \eqref{eq:tf},
\begin{align}
\lambda_A&=\sqrt{\frac{0.01709}{6\pi(0.120)(0.01)}}\,\mathrm{nm}=0.869\,\mathrm{nm},\notag\\
\lambda_B&=\sqrt{\frac{0.3385}{6\pi(0.120)(0.01)}}\,\mathrm{nm}=3.87\,\mathrm{nm}.
\end{align}
The variances follow directly:
\begin{align}
\sigma_A^2&=2\pi(0.120)^2(0.01)(0.869)\,\mathrm{eV^2}=786\,\mathrm{meV^2},
&\sigma_A&=28\,\mathrm{meV},\notag\\
\sigma_B^2&=2\pi(0.120)^2(0.01)(3.87)\,\mathrm{eV^2}=3500\,\mathrm{meV^2},
&\sigma_B&=59\,\mathrm{meV}.
\end{align}
The densities are equal, so the ratio of the variances is the ratio of the screening lengths, about $4.5$.

The smaller $\sigma$ does not mean that model A is the safer application. Its ratio $\sigma/E_F$ is $1.64$ and its $N\lambda^3$ is $0.0066$. A sphere holding one dopant on average has radius $2.88\,\mathrm{nm}$, more than three screening lengths. By \eqref{eq:fraction}, dopants inside such a sphere around the test point supply $99.9\,\%$ of the variance. The landscape consists of separate narrow wells, deep compared with $E_F$ close to each donor, and linear screening is not justified. A single well is nevertheless too narrow to bind an electron: $\lambda_A$ is only $0.41$ of the effective Bohr radius $\hbar^2/(mC)=2.1\,\mathrm{nm}$, while binding in the potential \eqref{eq:yukawa} needs a ratio above about $0.84$. The value $28\,\mathrm{meV}$ is a formal result of the model.

Model B has $\sigma/E_F=0.175$, so a typical fluctuation is small compared with the Fermi energy. Its $N\lambda^3$ is only $0.58$, however, and $77\,\%$ of the variance comes from within the one-dopant sphere. Its distribution should not be replaced by a Gaussian of width $59\,\mathrm{meV}$.

Both models assume zero temperature and parabolic bands, so their numbers do not carry over directly to a device at room temperature. There $k_BT\approx26\,\mathrm{meV}$ exceeds the Fermi energy of model A, and \eqref{eq:tf} does not apply to it. The carriers of model B remain degenerate, but a real band of such small mass need not stay parabolic up to $338\,\mathrm{meV}$. If its density of states at the Fermi level is larger than in the parabolic model, \eqref{eq:screen} gives a shorter $\lambda$.

\subsection{What this means for the band gap}

A slowly varying electrostatic potential moves the conduction-band and valence-band edges together. With $U=-(V-\overline V)$ as the electron energy measured from the neutral reference,
\begin{equation}
E_c(\mathbf r)=E_c^0+U(\mathbf r),\qquad
E_v(\mathbf r)=E_v^0+U(\mathbf r),\qquad
E_c(\mathbf r)-E_v(\mathbf r)=E_c^0-E_v^0 .
\end{equation}
The local gap is unchanged. In this local picture the fluctuations spread the edges in energy, and in some places a band edge lies inside the nominal gap. A transition between two places can also cost less than the local gap, if the electron ends where $U$ is low and the hole where $U$ is high. The square root of \eqref{eq:difference} is the root-mean-square difference between two points. When $N\lambda^3$ is small, rare deep wells dominate this value and most differences are much smaller. The quantity $\sigma$ is the root-mean-square spread of the local band edges, not the gap narrowing itself. The narrowing depends on exchange and correlation among the carriers and on energy shifts beyond first order in the dopant potential, all of which the calculation leaves out.

The picture of local edges also needs a potential that is smooth on the scale of the electron's wavelength. Confining an electron to a length $\lambda$ costs a kinetic energy of order $\hbar^2/(2m\lambda^2)=E_F/(k_F\lambda)^2$. In model B, $k_F=(3\pi^2N)^{1/3}$ gives $k_F\lambda\approx2.6$ and a cost near $50\,\mathrm{meV}$, comparable to $\sigma_B$. Electrons there cannot follow every well. The screening suffers less: the local relation between density and potential behind \eqref{eq:tf} needs $1/\lambda$ small compared with $2k_F$, and replacing it by the wavelength-dependent linear response of the free electron gas raises $\sigma_B$ by only about $1\,\%$. In model A, $k_F\lambda\approx0.3$, and both pictures fail; the same replacement raises $\sigma_A$ from $28$ to about $36\,\mathrm{meV}$.

An electron spread over a normalized density $p(\mathbf r)$ has, to first order, the average potential energy $\int pU\,\mathrm d^3r=-\int p\,(V-\overline V)\,\mathrm d^3r$. The variance of this average is
\begin{equation}
\iint p(\mathbf r)\,p(\mathbf r')\,\sigma^2
\mathrm e^{-|\mathbf r-\mathbf r'|/\lambda}\,\mathrm d^3r\,\mathrm d^3r'
\le\sigma^2 ,
\end{equation}
for a density $p$ chosen independently of the dopant positions. The spread of a band edge seen by such an electron is thus at most the point value $\sigma$, and it becomes small when the electron extends over many correlation lengths.

\section*{Numbers as computed}
\begin{verbatim}
relative permittivity = 12.0
dopant density N = 1.0e+19 cm^-3
coupling C = 0.12000 eV nm
radius of sphere holding one dopant = 2.879 nm
model A: valleys = 6, mass = 0.30 m0
  A Fermi energy = 17.09 meV
  A screening length = 0.8691 nm
  A magnitude of mean shift = 11.39 meV
  A variance sigma^2 = 786.3 meV^2
  A sigma = 28.04 meV
  A sigma / Fermi energy = 1.641
  A N lam^3 = 0.00657
  A variance share inside one-dopant sphere = 0.9987
  A variance ratio for 8-fold N = 5.6569
  A power of N in variance = 0.83333
model B: valleys = 1, mass = 0.05 m0
  B Fermi energy = 338.51 meV
  B screening length = 3.8685 nm
  B magnitude of mean shift = 225.67 meV
  B variance sigma^2 = 3500.0 meV^2
  B sigma = 59.16 meV
  B sigma / Fermi energy = 0.175
  B N lam^3 = 0.57895
  B variance share inside one-dopant sphere = 0.7743
  B variance ratio for 8-fold N = 5.6569
  B power of N in variance = 0.83333
random configurations, units C = lam = 1:
  density = 0.5, core cutoff = 0.3, samples = 40000
  mean: sampled 6.221, formula 6.283
  core-cut variance: sampled 1.744, formula 1.724
  same with 30 % acceptors: sampled 1.740
  covariance at R = lam: sampled 1.166, formula 1.156
  core-cut skewness: sampled 0.753, formula 0.722
fixed number 50 in ball of radius 3.0 lam, core-cut:
  leading term 1.5176, correction 0.3602
  variance: sampled 1.1583, formula 1.1574
\end{verbatim}
